# The Zeta(3) Prefactor in the Electrostatic Energy of Ferroelectric Stripe Domains

When the domains of a ferroelectric film are much narrower than the film is thick, an estimate of the depolarization energy from the field of a uniformly polarized film gets even the dependence on thickness wrong. Take an insulating film of thickness \(d\) without electrodes, with uniform spontaneous polarization \(P\) along its normal \(z\) and background permittivity \(\varepsilon_z\). In atomic units, where \(4\pi\varepsilon_0=1\), the normal displacement vanishes inside, \(\varepsilon_zE_z+4\pi P=0\). The potential difference between the faces is \(4\pi Pd/\varepsilon_z\), and half the product of charge and potential gives

\[
F_{\rm uniform}=\frac{2\pi P^2d}{\varepsilon_z}
\]

per unit film area. This grows without limit as the film thickens. When the polarization alternates in stripes much narrower than the film is thick, the charges on each face screen one another, and the energy is set by the stripe width instead. Without the coefficient of that energy, one cannot say what a domain pattern saves or how wide its stripes should be.

Let the ferroelectric fill \(z<0\), with vacuum above. The spontaneous polarization is \(+P\) or \(-P\) along \(z\), in stripes of equal width \(W\) with sharp walls parallel to \(z\). Within each stripe it does not vary along \(z\), so it produces no volume charge. At the surface, whose outward normal is \(+z\), it produces the bound charge density

\[
\sigma(x)=\begin{cases}+P,&0<x<W,\\-P,&W<x<2W,\end{cases}
\]

repeated with period \(2W\). The surface is isolated in two senses: no electrode or free charge screens it, and the opposite face is too far away to matter. The field nevertheless occupies both half-spaces, and the energy sought is the total, not the part above the surface alone.

The charge is odd in \(x\), so its Fourier series contains sines alone:

\[
\sigma(x)=\sum_{n\ge1}\sigma_n\sin k_nx,\qquad k_n=\frac{n\pi}{W}.
\]

Multiplying by \(\sin k_nx\) and integrating over a period, where \(\sin^2 k_nx\) integrates to \(W\), gives

\[
\sigma_n=\frac{P}{W}\left[\int_0^W\sin k_nx\,dx-\int_W^{2W}\sin k_nx\,dx\right].
\]

The first integral is \((W/n\pi)[1-(-1)^n]\). The second is \((W/n\pi)[(-1)^n-1]\), its negative. Hence

\[
\sigma_n=\frac{2P}{n\pi}\left[1-(-1)^n\right]
=\begin{cases}4P/(n\pi),&n\ \text{odd},\\0,&n\ \text{even}.\end{cases}
\]

Equal widths matter here because they make the mean charge zero. If a fraction \(f\) of the surface carried \(+P\), the mean would be \((2f-1)P\), and this uniform part would bring back an energy proportional to film thickness.

The material also responds to the field. Its spontaneous polarization is held fixed, while an additional polarization \(\mathbf p\) responds linearly, with \(p_x=\chi_xE_x\), \(p_z=\chi_zE_z\) and \(\varepsilon_{x,z}=1+4\pi\chi_{x,z}\). Below the surface the potential obeys

\[
\varepsilon_x\frac{\partial^2\phi}{\partial x^2}+\varepsilon_z\frac{\partial^2\phi}{\partial z^2}=0,
\]

and above it Laplace's equation. For one harmonic, the solution that decays on both sides and is continuous at \(z=0\) is

\[
\phi(x,z)=\phi_n\sin k_nx\times
\begin{cases}e^{-k_nz},&z>0,\\e^{\lambda_nz},&z<0,\end{cases}
\qquad
\lambda_n=k_n\sqrt{\frac{\varepsilon_x}{\varepsilon_z}}.
\]

The value of \(\lambda_n\) follows from \(-\varepsilon_xk_n^2+\varepsilon_z\lambda_n^2=0\). Define \(\kappa=\sqrt{\varepsilon_x\varepsilon_z}\), so that \(\varepsilon_z\lambda_n=\kappa k_n\). With \(E_z=-\partial\phi/\partial z\), the part of the normal displacement proportional to the field, \(E_z\) in vacuum and \(\varepsilon_zE_z\) in the ferroelectric, has amplitude \(k_n\phi_n\) just above the surface and \(-\kappa k_n\phi_n\) just below it. Gauss's law sets the upper value minus the lower equal to \(4\pi\sigma_n\):

\[
k_n(1+\kappa)\phi_n=4\pi\sigma_n,
\qquad
\phi_n=\frac{4\pi\sigma_n}{k_n(1+\kappa)}.
\]

To turn potential into energy, one must count both the Coulomb energy of all the charge and the cost of inducing \(\mathbf p\). The energy to be minimized is

\[
U[\mathbf p]=\frac12\int\rho\,\phi\,d^3r+\int\left(\frac{p_x^2}{2\chi_x}+\frac{p_z^2}{2\chi_z}\right)d^3r,
\]

where \(\rho=\sigma(x)\delta(z)-\nabla\!\cdot\mathbf p\), and the divergence includes the jump of \(\mathbf p\) at the surface. When \(\mathbf p\) changes by \(\delta\mathbf p\), the symmetry of the Coulomb interaction makes the first term change by \(\int\phi\,\delta\rho\,d^3r\). Integration by parts turns this into \(\int\delta\mathbf p\cdot\nabla\phi\,d^3r=-\int\delta\mathbf p\cdot\mathbf E\,d^3r\). Setting the total variation to zero recovers \(p_x=\chi_xE_x\) and \(p_z=\chi_zE_z\). The stationary point is a minimum because, for positive susceptibilities, both quadratic contributions are non-negative and the polarization cost is strictly positive.

At this minimum the polarization cost equals \(\frac12\int\mathbf p\cdot\mathbf E\,d^3r\). The Coulomb term, by the same integration by parts, is the frozen-charge term minus \(\frac12\int\mathbf p\cdot\mathbf E\,d^3r\). The two contributions cancel, leaving

\[
U_{\min}=\frac12\int\sigma\,\phi(x,0)\,dx\,dy.
\]

Thus the frozen charge alone multiplies the potential, although the potential itself contains the response of the background.

Averaged over a period, \(\sin k_nx\sin k_mx\) vanishes for \(n\ne m\) and equals \(1/2\) for \(n=m\). The energy per unit surface area is therefore

\[
F=\frac14\sum_n\sigma_n\phi_n
=\sum_n\frac{\pi\sigma_n^2}{k_n(1+\kappa)}.
\]

Substituting \(\sigma_n=4P/(n\pi)\) and \(k_n=n\pi/W\),

\[
F=\frac{1}{1+\kappa}\sum_{n\ {\rm odd}}
\pi\,\frac{16P^2}{n^2\pi^2}\,\frac{W}{n\pi}
=\frac{16P^2W}{\pi^2(1+\kappa)}\sum_{n\ {\rm odd}}\frac1{n^3}.
\]

Two of the three powers of \(n\) come from the squared charge amplitude. The third comes from the Coulomb potential, which is weaker for a charge wave of shorter wavelength.

The zeta function at three is \(\zeta(3)=\sum_{n\ge1}n^{-3}\). Its even terms are \(\sum_{m\ge1}(2m)^{-3}=\zeta(3)/8\), so the odd terms sum to \(7\zeta(3)/8\). The result is

\[
\boxed{F=\frac{14\,\zeta(3)}{\pi^2}\,\frac{P^2W}{1+\sqrt{\varepsilon_x\varepsilon_z}}}
\]

with \(14\zeta(3)/\pi^2=1.7051\). In SI units the right-hand side is divided by \(4\pi\varepsilon_0\). Without background response, \(\kappa=1\) and \(F=7\zeta(3)P^2W/\pi^2=0.85256\,P^2W\) for one surface; two decoupled surfaces have twice this energy.

The case \(\kappa=1\) can be tested without a Fourier series. Each stripe is divided into long line charges, which interact through \(-2\ln r\) per unit length, and the interactions are summed over a finite neutral array whose end stripes fade out. This sum also gives \(0.85256\) for \(P=W=1\). For the dielectric factor, a separate test minimized \(U[\mathbf p]\) on a grid for one harmonic with \(k=1\), unit amplitude, \(\varepsilon_x=6.25\) and \(\varepsilon_z=4\). It gave \(0.52359\), against \(\pi/(1+\kappa)=0.52360\). These and the other comparisons appear in the numerical output.

The part of the energy stored in the vacuum follows from \(E^2/8\pi\). For one harmonic the squared field above the surface is \(k_n^2\phi_n^2e^{-2k_nz}\), because the squared sine and cosine add to one. Integration over \(z\) gives

\[
F_n^{\rm vac}=\frac{1}{8\pi}\,\frac{k_n\phi_n^2}{2}
=\frac{\pi\sigma_n^2}{k_n(1+\kappa)^2}.
\]

This is \(1/(1+\kappa)\) of the harmonic's total energy. The fraction does not depend on \(n\), and cross terms average to zero, so it applies to the whole pattern. For \(\kappa=1\) half the energy lies above the surface. For a larger \(\kappa\) most of it lies below, as field energy and polarization cost together.

The condition on the opposite face can be made quantitative. In a slab occupying \(|z|<d/2\), with vacuum on both sides, a stripe that carries \(+P\) on the upper face carries \(-P\) on the lower one. The potential is then odd in \(z\) and varies inside as \(\sinh\lambda_nz\). If its amplitude at the upper face is \(\phi_n\), the amplitude of \(\varepsilon_zE_z\) just inside is \(-\kappa k_n\phi_n\coth(\lambda_nd/2)\). The jump condition therefore replaces \(\kappa\) by \(\kappa\coth(\lambda_nd/2)\). Both faces contribute equally, and the energy per face is

\[
F_d=\frac{16P^2W}{\pi^2}\sum_{n\ {\rm odd}}
\frac{1}{n^3\left[1+\kappa\coth(\lambda_nd/2)\right]}.
\]

Since the hyperbolic cotangent exceeds one, \(F_d<F\): the opposite charges facing each other across the slab lower the energy. For a thick slab, \(\coth(\lambda_1d/2)\approx1+2e^{-\lambda_1d}\), so the first harmonic falls by the relative amount \(2\kappa e^{-\lambda_1d}/(1+\kappa)\). The correction is exponentially small once \(d\) is several times \(1/\lambda_1\).

In the opposite limit, \(d\ll W\) and \(\lambda_1d\ll1\) (the second condition is the stricter when \(\varepsilon_x\gg\varepsilon_z\)), the harmonics that matter satisfy \(\coth(\lambda_nd/2)\approx2/(\lambda_nd)\), and the 1 in the denominator is negligible beside \(\kappa\coth(\lambda_nd/2)\). Because \(\kappa/\lambda_n=\varepsilon_z/k_n\), each contributes \(\pi\sigma_n^2d/(2\varepsilon_z)\) per face. The mean square of the charge gives \(P^2=\frac12\sum_n\sigma_n^2\), so the leading energy per face is \(\pi P^2d/\varepsilon_z\). Both faces together recover \(F_{\rm uniform}\). Wide stripes in a thin film thus behave locally like a uniformly polarized film, and stripes narrow enough that \(\lambda_1d\gg1\) obey the zeta-of-three result. When \(\varepsilon_z\) is much larger than \(\varepsilon_x\), this requires a film many stripe widths thick.

In the thick-film regime the result also fixes the balance with the domain walls. Let a wall cost \(\gamma\) per unit of its own area, independently of \(W\). There is one wall per width \(W\), so the wall area per unit film area is \(d/W\). Writing \(F=CP^2W\) with \(C=14\zeta(3)/[\pi^2(1+\kappa)]\), the energy of both faces and the walls is

\[
F_{\rm film}=2CP^2W+\frac{\gamma d}{W}.
\]

Setting the derivative \(2CP^2-\gamma d/W^2\) to zero gives \(W=\sqrt{\gamma d/(2CP^2)}\). The equilibrium width grows as the square root of thickness in this model, provided the resulting \(W\) is small enough compared with \(d\) for the two faces to be decoupled.

For a numerical example, take the round model parameters \(P=0.020\ e/\text{Å}^2\), \(W=10\ \text{Å}\), \(\varepsilon_x=6.25\) and \(\varepsilon_z=4\), so that \(\kappa=5\). With charges counted in units of \(e\), the atomic-unit expression is multiplied by \(e^2/4\pi\varepsilon_0=14.3996\ \text{eV Å}\):

\[
F=\frac{1.7051\times(0.020)^2\times10\times14.3996}{1+5}\ \text{eV/Å}^2
=0.01637\ \text{eV/Å}^2,
\]

or \(0.262\ \text{J/m}^2\). The first harmonic contributes \(0.01556\ \text{eV/Å}^2\), which is 95.1% of the total. The third contributes \(0.00058\) and the fifth \(0.00012\ \text{eV/Å}^2\), in the ratios \(1/27\) and \(1/125\) to the first. A single sine wave therefore gives most of the energy, but it leaves out about 5%. The vacuum holds one sixth of the total, \(0.00273\ \text{eV/Å}^2\).

A slab of these stripes only \(10\ \text{Å}\) thick has 96.9% of the isolated-surface energy per face; at \(20\ \text{Å}\) the figure is 99.94%. The rapid approach follows from the exponential above, with \(\lambda_1=1.25\,\pi/W\approx0.39\ \text{Å}^{-1}\). These figures concern electrostatics alone and do not establish that a real film so thin would keep the assumed polarization.

The assumption of linear response deserves the same scrutiny. Just below the surface the field amplitude is \(E_{z,n}=-\lambda_n\phi_n\). Using \(\lambda_n/k_n=\kappa/\varepsilon_z\) and \(\chi_z=(\varepsilon_z-1)/4\pi\), the induced polarization is

\[
p_{z,n}=-\frac{\varepsilon_z-1}{4\pi}\,
\frac{\kappa}{\varepsilon_z}\,\frac{4\pi\sigma_n}{1+\kappa}
=-\frac{\varepsilon_z-1}{\varepsilon_z}\,\frac{\kappa}{1+\kappa}\,\sigma_n.
\]

The ratio is the same for every harmonic, so away from the walls it is also the local ratio of induced to spontaneous polarization. In the example it is \(-0.625\), and the grid minimization gave \(-0.62484\). The background cancels more than half of the spontaneous polarization at the surface. The field that does this has magnitude \(4\pi P\kappa/[\varepsilon_z(1+\kappa)]\), which is \(0.75\ \text{V/Å}\) or about \(75\ \text{MV/cm}\) in the example. This is well above the roughly \(1\) to \(10\ \text{MV/cm}\) at which oxide insulators commonly break down, so the example illustrates the formula and does not describe a real surface. This is consistent if \(\varepsilon_x\) and \(\varepsilon_z\) describe a separate background that stays linear in such fields. It is not a small correction that could be assigned to the switchable displacement itself. Inserting the full permittivity of the soft, switchable response would push the linear formula beyond its range; that response then needs a nonlinear energy, with \(P\) free to fall near the surface.

Sharp walls impose a further limit. The field along the surface is \(E_x=-\sum_nk_n\phi_n\cos k_nx\), and \(k_n\phi_n=16P/[n(1+\kappa)]\) for odd \(n\). At a wall, \(x=0\), the sum over \(1/n\) diverges logarithmically. The energy stays finite because its terms fall as \(1/n^3\), but the local field there is not physical until the wall is given a finite width. The energy also needs walls much thinner than \(W\). For well-separated walls of profile \(\tanh(x/\delta)\), each \(\sigma_n\) is multiplied by \(u_n/\sinh u_n\) with \(u_n=\pi k_n\delta/2\). At \(W=10\ \text{Å}\) this lowers \(F\) by about 10% for \(\delta=1\ \text{Å}\) and about 30% for \(\delta=2\ \text{Å}\).

Free carriers set the last limit. At the centre of a positive stripe, \(x=W/2\), the sines alternate in sign over odd \(n\), and

\[
\phi(W/2,0)=\frac{16PW}{\pi(1+\kappa)}
\left(1-\frac1{3^2}+\frac1{5^2}-\cdots\right)
=\frac{16\,G\,PW}{\pi(1+\kappa)},
\]

where \(G\) denotes the sum in parentheses, Catalan's constant. The real-space sum at \(\kappa=1\) and \(P=W=1\) gives \(2.33250\), against \(2.33249\) from this formula. In the example a unit positive charge has energy \(2.24\ \text{eV}\) at the centre of a positive stripe and \(-2.24\ \text{eV}\) at the centre of a negative one.

An electron therefore lowers its energy by about \(4.5\ \text{eV}\) in moving from a negative to a positive stripe. If the bands simply follow the potential, and confinement and electron–hole attraction are neglected, charge transfer between stripes becomes favourable once this difference exceeds the band gap. For stripes much wider than the film is thick, the difference levels off at \(4\pi Pd/\varepsilon_z\). As long as \(\lambda_1d\gg1\), it is proportional to \(PW\), and widening them can break the insulating assumption. The \(4.5\ \text{eV}\) of the example already exceeds the gap of about \(3\) to \(4\ \text{eV}\) of common perovskite ferroelectrics. Transferred carriers, or ions adsorbed from outside, then reduce the surface charge, and \(F\) no longer gives the energy of the screened surface.

## Table of computed values

```
zeta(3) = 1.202057 (no unit)
sum of 1/n^3 over odd n, explicit = 1.051800 (no unit)
7 zeta(3)/8 = 1.051800 (no unit)
prefactor 14 zeta(3)/pi^2 = 1.705114 (no unit)
Tests at kappa = 1, P = W = 1:
  energy per area, real-space sum = 0.85256 (a.u.)
  energy per area, formula = 0.85256 (a.u.)
  centre potential, real-space sum = 2.33250 (a.u.)
  centre potential, formula = 2.33249 (a.u.)
Tests for one harmonic, k = 1, unit amplitude, example permittivities:
  energy, minimized on grid = 0.52359 (a.u.)
  energy, formula = 0.52360 (a.u.)
  vacuum share, grid = 0.16667 (no unit)
  vacuum share, formula = 0.16667 (no unit)
  induced p_z / P at surface, grid = -0.62484 (no unit)
  induced p_z / P, formula = -0.62500 (no unit)
  slab thickness times k = 1.2 (no unit)
  slab energy per face, grid = 0.35411 (a.u.)
  slab energy per face, formula = 0.35410 (a.u.)
Worked example:
  polarization P = 0.020 e/angstrom^2
  stripe width W = 10.0 angstrom
  eps_x = 6.25, eps_z = 4.00 (no unit)
  kappa = 5.00 (no unit)
  e^2/(4 pi eps0) = 14.3996 eV angstrom
  harmonic n = 1: energy = 0.0155626 eV/angstrom^2
  harmonic n = 3: energy = 0.0005764 eV/angstrom^2
  harmonic n = 5: energy = 0.0001245 eV/angstrom^2
  total energy F = 0.0163687 eV/angstrom^2
  total energy F = 0.2623 J/m^2
  share of n = 1 = 0.95075 (no unit)
  energy in vacuum = 0.0027281 eV/angstrom^2
  energy of unit charge at stripe centre = 2.239 eV
  slab d = 10 angstrom: energy per face / F = 0.96918 (no unit)
  slab d = 20 angstrom: energy per face / F = 0.99939 (no unit)
```
